\section*{Fixed-density BEEF-vdW ensemble variance as a quadratic form}

\section{The decision and the setting}

Suppose a reaction energy has been computed with BEEF-vdW and needs an error bar. One could repeat the self-consistent calculation for every species with hundreds of altered functionals. One could instead converge each density once, store 31 energy integrals per species, and obtain the error bar by matrix multiplication. The theorem below justifies the second course for frozen densities, and a later section shows that density relaxation is a higher-order correction when the parameter changes are small. The theorem also shows that the error bars of the separate species do not suffice: the covariances between species must be kept, most simply by subtracting the integrals between species before the error bar is formed.

In Gaussian units the exchange-correlation energy of BEEF-vdW is
\begin{equation}
\begin{aligned}
E_{xc}[n;a,\alpha]={}&\sum_{m=0}^{29}a_mE_m[n]+\alpha E_c^{\rm LDA}[n]\\
&+(1-\alpha)E_c^{\rm PBE}[n]+E_c^{\rm nl}[n],
\end{aligned}
\label{xc}
\end{equation}
where $E_c^{\rm nl}$ is the nonlocal correlation energy. The exchange basis contributions are
\begin{equation}
E_m[n]=-\frac34\left(\frac3\pi\right)^{1/3}e^2\int n^{4/3}\,P_m(t(s))\,d^3r ,
\label{basis}
\end{equation}
with Legendre polynomials $P_m$ and
\begin{equation}
s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}},\qquad t(s)=\frac{2s^2}{4+s^2}-1 .
\end{equation}
The reduced gradient $s$ is dimensionless, and $t$ runs from $-1$ at $s=0$ towards $1$ at large $s$. Since $P_0=1$, $E_0$ is the LDA exchange energy. Equation (\ref{basis}) is written for a spin-unpolarized density; for a polarized one, $E_m$ is replaced by $\tfrac12(E_m[2n_\uparrow]+E_m[2n_\downarrow])$, which leaves the energy linear in the parameters. The constants $\hbar$ and $m$ enter the correlation terms through the Bohr radius $\hbar^2/(me^2)$ and play no further part in the algebra.

Collect the parameters in $\theta=(a_0,\ldots,a_{29},\alpha)$. The derivatives of (\ref{xc}) with respect to them, at fixed density, form the vector
\begin{equation}
g[n]=\left(E_0,\ldots,E_{29},\,E_c^{\rm LDA}-E_c^{\rm PBE}\right).
\label{g}
\end{equation}
The last entry is a difference because raising $\alpha$ adds LDA correlation and removes the same share of PBE correlation. The coefficient of $E_c^{\rm nl}$ is not varied, so it has no entry.

\section{The theorem}

\paragraph{Assumptions.}
(i) An ensemble member has parameters $\theta_0+\delta$, with $\langle\delta\rangle=0$ and finite covariance $\Omega=\langle\delta\delta^T\rangle$.
(ii) The energy difference is $\Delta E=\sum_r\nu_rE_r$, with stoichiometric numbers $\nu_r$ positive for products and negative for reactants.
(iii) Within one member, the same $\delta$ is used for all species.
(iv) Geometries, orbitals and densities $n_r$ are frozen at values independent of $\delta$.

\paragraph{Theorem.}
Under these assumptions
\begin{equation}
\operatorname{Var}(\Delta E)=d^T\Omega d,\qquad d=\sum_r\nu_r\,g[n_r].
\label{main}
\end{equation}

\paragraph{Proof.}
With frozen orbitals and nuclei, the kinetic, external, Hartree, nuclear and nonlocal correlation energies do not depend on $\delta$. Inserting $a_m+\delta a_m$ and $\alpha+\delta\alpha$ in (\ref{xc}) changes the energy of species $r$ by
\begin{align}
E_r(\delta)-E_r(0)
&=\sum_m\delta a_m E_m[n_r]+\delta\alpha\left(E_c^{\rm LDA}[n_r]-E_c^{\rm PBE}[n_r]\right)\nonumber\\
&=\delta\cdot g[n_r].
\label{linear}
\end{align}
There is no higher term, because (\ref{xc}) is linear in the parameters. Multiply by $\nu_r$ and sum. By assumption (iii), $\delta$ is common to all terms and can be taken out of the sum:
\begin{equation}
\Delta E(\delta)=\Delta E(0)+\delta\cdot d .
\label{shift}
\end{equation}
Since $\langle\delta\rangle=0$, the mean is $\Delta E(0)$. The variance is the mean square of the remainder,
\begin{equation}
\left\langle(\delta\cdot d)^2\right\rangle
=\sum_{ij}d_i\langle\delta_i\delta_j\rangle d_j
=d^T\Omega d .
\end{equation}
This completes the proof. The distribution need not be Gaussian.

\paragraph{Remark on zero variance.}
As a covariance, $\Omega$ can be written $LL^T$, so that $d^T\Omega d=|L^Td|^2$. This vanishes if and only if $L^Td=0$, which is equivalent to $\Omega d=0$. One such case is $d=0$, where reactants and products have equal basis contributions. A zero means that the ensemble members agree. It does not mean that the functional is right: the members can share an error that no variation of $\theta$ can represent, and their agreement does not reveal it.

\paragraph{Corollary for competing reactions.}
Let two reactions have difference vectors $d_1$ and $d_2$. Equation (\ref{shift}) gives their covariance as $\langle(\delta\cdot d_1)(\delta\cdot d_2)\rangle=d_1^T\Omega d_2$. The variance of $\Delta E_1-\Delta E_2$ is therefore $(d_1-d_2)^T\Omega(d_1-d_2)$. A choice between two routes should be judged by this number. With $\sigma_i^2=d_i^T\Omega d_i$ it lies between $(\sigma_1-\sigma_2)^2$ and $(\sigma_1+\sigma_2)^2$: it can be far smaller than both separate variances, and at most four times the larger one.

\section{Why species error bars do not suffice}

Write $g_r=g[n_r]$ and $C_{rs}=g_r^T\Omega g_s$. Inserting $d=\sum_r\nu_rg_r$ in (\ref{main}) gives
\begin{equation}
\sigma^2\equiv\operatorname{Var}(\Delta E)
=\sum_r\nu_r^2\sigma_r^2+\sum_{r\ne s}\nu_r\nu_sC_{rs},
\qquad \sigma_r^2=C_{rr}.
\label{species}
\end{equation}
Treating the species as independent drops the second sum. For a reactant and a product $\nu_r\nu_s<0$, so a positive covariance between them lowers $\sigma$.

\paragraph{Lemma (floor on the cancellation).}
For a reaction $A\to B+C$ with unit stoichiometric numbers,
\begin{equation}
\sigma\ \ge\ \sigma_A-\sigma_B-\sigma_C .
\label{floor}
\end{equation}

\paragraph{Proof.}
The standard deviation belonging to a vector $v$ is the Euclidean length $|L^Tv|$. From $g_A=g_B+g_C-d$ and the triangle inequality, $\sigma_A\le\sigma_B+\sigma_C+\sigma$. Rearrangement gives (\ref{floor}).

\section{The same variance seen through the enhancement factor}

A member changes the exchange enhancement factor by $\delta F(s)=\sum_m\delta a_mP_m(t(s))$. Let $D(s)\,ds$ be the LDA exchange energy, summed with signs $\nu_r$, from points with reduced gradient between $s$ and $s+ds$. Then (\ref{basis}) gives
\begin{equation}
d_m=\int_0^\infty D(s)P_m(t(s))\,ds ,
\label{weight}
\end{equation}
and the exchange part of the variance is
\begin{equation}
\begin{aligned}
\sigma_x^2&=\iint D(s)K(s,s')D(s')\,ds\,ds',\\
K(s,s')&=\langle\delta F(s)\,\delta F(s')\rangle .
\end{aligned}
\label{kernel}
\end{equation}
Two limits show what this measures. If every member shifts $F$ by a constant with standard deviation $k$, then $K=k^2$ and $\sigma_x=k|\int D\,ds|=k|d_0|$: the net change of LDA exchange sets the error bar. If instead the reaction only moves exchange weight from $s_1$ to $s_2$, then $D(s)=w[\delta_{\rm D}(s-s_2)-\delta_{\rm D}(s-s_1)]$, where $\delta_{\rm D}$ is the Dirac delta, and
\begin{equation}
\sigma_x^2=w^2\left\langle[\delta F(s_2)-\delta F(s_1)]^2\right\rangle .
\end{equation}
Now $d_0=0$, and a constant shift of $F$ has no effect. The variation of $\delta F$ between the two gradients sets the error bar.

\section{What freezing the density leaves out}

\paragraph{Lemma.}
Let $n_r$ be the ground-state density at $\theta_0$, and let a member have parameters $\theta_0+\lambda\delta$. Its self-consistent energy is
\begin{equation}
E_r^{\rm sc}(\lambda\delta)=E_r(0)+\lambda\,\delta\cdot g_r-R_r(\lambda),\qquad R_r\ge0 .
\label{relax}
\end{equation}
If the minimum is non-degenerate and the energy is smooth around it, $R_r=O(\lambda^2)$.

\paragraph{Proof.}
The frozen orbitals are a permitted trial state for the altered functional, and their energy is $E_r(0)+\lambda\delta\cdot g_r$ by (\ref{linear}). The minimum cannot lie higher, hence $R_r\ge0$. For the order, let $x$ denote independent orbital rotations away from the frozen state. Stationarity at $\lambda=0$ removes the term linear in $x$ alone, so that
\begin{equation}
E=E_r(0)+\lambda\,\delta\cdot g_r+\tfrac12x^THx+\lambda\,b^Tx+\cdots ,
\end{equation}
where $H$ is positive definite and $b$ is the gradient of the added exchange-correlation energy $\delta\cdot g$ with respect to $x$, taken at $x=0$. Setting the derivative with respect to $x$ to zero gives $Hx+\lambda b=0$, or $x=-\lambda H^{-1}b$. The two last terms then sum to
\begin{equation}
\tfrac12\lambda^2b^TH^{-1}b-\lambda^2b^TH^{-1}b=-\tfrac12\lambda^2b^TH^{-1}b .
\end{equation}
With $x=O(\lambda)$, the omitted terms are $O(\lambda^3)$. Hence $R_r=\tfrac12\lambda^2b^TH^{-1}b+O(\lambda^3)$.

\paragraph{Consequence.}
Because $b$ is linear in $\delta$, the leading relaxation of $\Delta E$ is $-\tfrac12\delta^TM\delta$ with some symmetric matrix $M$. Its average shifts the ensemble mean by $-\tfrac12\sum_{ij}M_{ij}\Omega_{ij}$. The variance changes first through the covariance of $\delta\cdot d$ with this quadratic term, which is of third order in the size of $\delta$ and vanishes for a distribution symmetric under $\delta\to-\delta$. Thus $d^T\Omega d$ is also the leading variance of the self-consistent ensemble, provided it does not itself vanish. The argument fails when a small $\delta$ switches the ground state, for example between spin states: the lowest energy then belongs to a different minimum, which the expansion around the first one does not describe. It also fails when an eigenvalue of $H$ comes close to zero and $b$ has a component along that soft direction, since $x=-\lambda H^{-1}b$ is then no longer small. A small orbital gap alone does not imply this: in spin-restricted H$_2$ stretched to 4~\AA\ the gap is 0.15~eV, yet for a shift of $a_0$ by 0.044 the relaxation stays near 0.002~eV and quadratic in $\lambda$ (6-311G** basis). This holds among restricted orbitals only: a spin-polarized state lies 1.8~eV lower, so the restricted state is not the ground state that the lemma assumes.

\section{Sampling and the most probable deviation}

\paragraph{Finite ensembles.}
For $N$ members $\delta_k$ with mean $\bar\delta$, let
\begin{equation}
S=\frac1{N-1}\sum_k(\delta_k-\bar\delta)(\delta_k-\bar\delta)^T .
\end{equation}
By (\ref{shift}) each energy deviates from the sample mean by $(\delta_k-\bar\delta)\cdot d$, so the sample variance of $\Delta E$ equals $d^TSd$. For Gaussian members, $N-1$ times the sample variance divided by $\sigma^2$ follows a chi-squared law with mean $N-1$ and variance $2(N-1)$. The relative standard error of the sample variance is therefore $\sqrt{2/(N-1)}$. A square root halves small relative errors, which leaves about $1/\sqrt{2(N-1)}$ for the standard deviation. Using $\Omega$ directly removes this noise.

\paragraph{Lemma.}
For a Gaussian ensemble with invertible $\Omega$ and $d\neq0$, the most probable member that shifts $\Delta E$ by $+\sigma$ is $\delta^*=\Omega d/\sigma$.

\paragraph{Proof.}
The probability density falls with $\delta^T\Omega^{-1}\delta$, which must be minimized subject to $\delta\cdot d=\sigma$. With a multiplier $\mu$, stationarity reads $2\Omega^{-1}\delta=\mu d$, so $\delta=\tfrac12\mu\Omega d$. The constraint gives $\tfrac12\mu\sigma^2=\sigma$, hence $\tfrac12\mu=1/\sigma$. The function is convex and the constraint linear, so this point is the minimum. Its value there is $d^T\Omega d/\sigma^2=1$.

The sensitivity of the reaction energy to each parameter is $d$ itself; $\delta^*$ combines it with the covariance of the parameters. This member is a natural choice for testing the frozen density with one self-consistent run per species.

\section{Worked example: hydrogen elimination from BH$_3$}

Boron hydrides serve as gaseous dopant sources. The reaction $\mathrm{BH_3\to BH+H_2}$ is used here only as a small test case: it is endothermic by nearly 4~eV, and no claim is made that it is a path of thermal decomposition. The three closed-shell molecules are treated with the semilocal part of BEEF-vdW in the 6-311G** basis, at round bond lengths of 1.20, 1.24 and 0.75~\AA\ for BH$_3$, BH and H$_2$. The nonlocal correlation is left out of both the energy and the self-consistent density. All orbitals are spin-restricted. For BH this solution is a minimum among restricted orbitals, but a stability analysis finds it unstable towards spin polarization, with this functional and with Hartree--Fock. The theorem holds for any frozen density. At $\theta_0$, in this basis and on the grid given below, the instability is weak: a spin-polarized solution with $\langle S^2\rangle=0.04$ lies 0.0006~eV lower, and using it lowers $d_0$ below by 0.04~eV and $\sigma$ from 0.132 to 0.131~eV. These figures lie close to the onset of the instability, and their convergence with basis and grid is not established here. They also vary within the ensemble: shifting $a_0$ by $0.044$ and $\alpha$ by $-0.016$ deepens the polarized solution to 0.004~eV with $\langle S^2\rangle=0.10$, and the opposite shift removes it.

The covariance is a stand-in, not the published BEEF-vdW matrix. The standard deviation of $a_m$ is $0.05\times2^{-m}$, the correlation of $a_m$ with $a_n$ is $0.8^{|m-n|}$, and $\alpha$ varies independently with standard deviation 0.1. The resulting $\sigma$ illustrates the theorem and is not the BEEF-vdW error bar of this reaction.

\paragraph{The difference vector.}
The LDA exchange energies are $-118.308$~eV for BH$_3$, $-99.082$~eV for BH and $-15.533$~eV for H$_2$. Hence
\begin{equation}
d_0=118.308-99.082-15.533=3.693~\text{eV}.
\end{equation}
The next entries are $d_1=-5.033$, $d_2=5.077$, $d_3=-3.413$ and $d_4=1.836$~eV, and the correlation entry is $d_\alpha=-0.214$~eV. These digits belong to a grid of $40\times194$ points per atom and are kept for the arithmetic. A $75\times302$ grid moves the $E_0$ by up to 0.005~eV and the listed $d_m$ by up to 0.002~eV, and leaves $\sigma$ below unchanged; the def2-TZVPP basis moves $d_0$, $d_1$ and $d_2$ by about 0.1~eV and $\sigma$ by 0.004~eV. Since $|P_1|\le1$, a weight $D(s)$ of one sign would require $|d_1|\le|d_0|$ by (\ref{weight}). The numbers violate this, so $D(s)$ has both signs: the reaction also shifts exchange weight between regions of different reduced gradient.

\paragraph{The quadratic form.}
Multiply each $d_m$ by the standard deviation of $a_m$. The first five products are $0.1846$, $-0.1258$, $0.0635$, $-0.0213$ and $0.0057$~eV. Their squares sum to $0.0544$~eV$^2$. The cross terms, each product pair times $2\times0.8^{|m-n|}$, sum to $-0.0373$~eV$^2$, because neighbours have opposite signs and positively correlated coefficients. This leaves $0.0171$~eV$^2$, against $0.0170$~eV$^2$ with all 30 functions. Correlation adds $(0.1\times0.214)^2=0.0005$~eV$^2$. The result is
\begin{equation}
\sigma=\sqrt{0.01748}~\text{eV}=0.132~\text{eV}=12.8~\text{kJ/mol}.
\end{equation}
Dropping the off-diagonal elements of $\Omega$ would give 0.234~eV, so a list of parameter error bars cannot replace the matrix.

\paragraph{Cancellation.}
The total energies have standard deviations of 4.692, 3.939 and 0.634~eV for BH$_3$, BH and H$_2$. Treated as independent they give 6.16~eV, about 47 times the correct spread. The floor (\ref{floor}) is $4.692-3.939-0.634=0.119~\text{eV}$. The actual 0.132~eV lies close above it: within this ensemble the errors of reactant and products are almost perfectly correlated.

\paragraph{Sampling.}
A Gaussian ensemble of 400 members, each evaluated by integrating its own enhancement factor, has a standard deviation of 0.134~eV. This agrees with $\sqrt{d^TSd}$ and lies 1.7\% above $\sigma$, within the expected sampling error of 3.5\%. Its mean is 3.786~eV, against 3.772~eV at $\theta_0$. The difference is about two standard errors of the mean, $0.132/\sqrt{400}=0.007$~eV.

\paragraph{Density relaxation.}
The most probable one-$\sigma$ member shifts $a_0$, $a_1$ and $\alpha$ by $0.044$, $0.012$ and $-0.016$. Self-consistent runs with this functional lower the energies by $R=0.0068$, $0.0057$ and $0.0018$~eV for BH$_3$, BH and H$_2$. Halving the shift reduces each $R$ by a factor between 4.000 and 4.003, as a quadratic law requires. The reaction energy changes by $-0.0007$~eV, about 0.5\% of $\sigma$. For this member, and among spin-restricted orbitals, freezing the density is harmless. Spin polarization of BH enlarges the effect: for the shifts of $a_0$ and $\alpha$ alone, relaxation from the spin-polarized density changes the reaction energy by $-0.0025$~eV, against $-0.0009$~eV with restricted orbitals. This is still only about 2\% of $\sigma$.

\paragraph{Other choices, and the real process.}
Each of the following changes is made with the other settings held fixed. Hartree--Fock densities give $\sigma=0.138$~eV, bonds 2\% longer give 0.124~eV, and the def2-TZVP basis gives 0.136~eV; this basis also lowers the reaction energy at $\theta_0$ by 0.01~eV and raises the floor by 0.004~eV. These shifts, up to about 6\% of $\sigma$, exceed the relaxation effect. The stand-in covariance matters more directly: multiplying $\Omega$ by a factor $c$ multiplies $\sigma$ by $\sqrt c$, and replacing the correlation 0.8 by 0.99, 0.5 or $-0.8$ at fixed standard deviations gives 0.109, 0.169 or 0.36~eV. The size of $\sigma$ found here therefore reflects the chosen stand-in and is no estimate of the functional's actual error. In a real dopant source the molecules vibrate, are hot, and may react on surfaces. Harmonic zero-point motion, at the restricted HF/6-31G* level, alone moves the reaction energy by $-0.32$~eV at the round bond lengths and by $-0.31$~eV at the bond lengths optimal for that level, more than twice $\sigma$. Thermal, surface and nonlocal-correlation contributions to the mean are not evaluated here. The ensemble spread covers none of these omissions, so they must be corrected in the mean before $\sigma$ is used to judge a process. The numerical output lists the values for the main settings and for the three changes at the start of this paragraph.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Reaction BH3 -> BH + H2, semilocal BEEF-vdW, basis 6-311g**
bond length BH3: 1.20 angstrom
bond length BH: 1.24 angstrom
bond length H2: 0.75 angstrom
recovered a_0, a_1, a_2: 1.51650 0.44135 -0.09182
recovered alpha (LDA correlation share): 0.60017
stand-in: sd(a_0) 0.05, decay 0.5, correlation 0.8
stand-in: sd(alpha) 0.1
sd of enhancement factor at s=0: 0.0378
sd of enhancement factor at s=1: 0.0399
sd of enhancement factor at s=2: 0.0466
BH3: E_0 -118.308 eV, E_1 84.574 eV, LDA-PBE corr. -6.713 eV
BH: E_0 -99.082 eV, E_1 69.247 eV, LDA-PBE corr. -5.517 eV
H2: E_0 -15.533 eV, E_1 10.294 eV, LDA-PBE corr. -1.411 eV
difference d_0: 3.6926 eV
difference d_1: -5.0333 eV
difference d_2: 5.0768 eV
difference d_3: -3.4133 eV
difference d_4: 1.8362 eV
difference d_alpha: -0.2144 eV
semilocal reaction energy: 3.772 eV
sigma from quadratic form: 0.1322 eV = 12.76 kJ/mol
variance: 0.017484 eV^2
exchange part of variance: 0.017024 eV^2
correlation part of variance: 0.000459 eV^2
sigma without off-diagonal Omega: 0.2343 eV
ensemble of 400: sd 0.1344 eV, sample form 0.1344 eV
expected relative sampling error of sd: 3.5 %
ensemble mean: 3.786 eV
sd of total energy BH3: 4.692 eV
sd of total energy BH: 3.939 eV
sd of total energy H2: 0.634 eV
sd if species were independent: 6.159 eV
one-sigma member: shifts of a_0, a_1, alpha: 0.0437 0.0116 -0.0162
relaxation gain BH3: 0.00678 eV, full/half ratio 4.000
relaxation gain BH: 0.00568 eV, full/half ratio 4.003
relaxation gain H2: 0.00176 eV, full/half ratio 4.000
relaxation change of reaction energy: -0.00067 eV
sigma with Hartree-Fock densities: 0.1381 eV
bonds 2% longer: energy 3.752 eV, sigma 0.1240 eV
def2-TZVP basis: energy 3.762 eV, sigma 0.1365 eV
harmonic zero-point shift (HF/6-31G*): -0.322 eV
\end{verbatim}
